Before a porous silicon mirror is etched, the two porosities and the number of layer pairs must be chosen. The porosities set the width of the reflecting band when there are many pairs; together with the number of pairs they set the peak reflectance. Quarter-wave formulas give both quantities quickly. A transfer-matrix calculation shows when those answers suffice. For the ten-pair mirror treated here, the peak formula agrees with the matrices to all six printed decimals, while the infinite-mirror width is 13% smaller than the full width at half of the peak.

## Model and conventions

Light of photon energy $E$ falls at normal incidence from air, $n_0=1$, on $N$ pairs HL on a silicon substrate of index $n_s$. H is the denser layer and faces the air; L is the more porous one. The layers are flat and non-magnetic, and their pores are much smaller than the wavelength. For the quarter-wave formulas the indices are also real and independent of energy.

Fields vary as $e^{-i\omega t}$, so an absorbing medium has index $n+i\kappa$ with $\kappa>0$. In atomic units the vacuum wave number is $k_0=\alpha E$, where $\alpha$ is the fine-structure constant, and a layer of thickness $d$ has phase $\delta=\alpha End$. With energies in eV and lengths in nm, $k_0=E/(197.327\ \text{eV nm})$.

## Indices from porosity

Consider a sphere of permittivity $\epsilon_i$ and unit radius in a host of permittivity $\epsilon$, under a uniform field. The potential is $A\rho\cos\theta$ inside and $(-\rho+B/\rho^2)\cos\theta$ outside. Continuity of the potential and of the normal displacement requires

$$A=B-1,\qquad \epsilon_iA=-\epsilon(1+2B).$$

Eliminating $A$ gives $B(\epsilon_i+2\epsilon)=\epsilon_i-\epsilon$, so the induced dipole is proportional to $(\epsilon_i-\epsilon)/(\epsilon_i+2\epsilon)$.

The Bruggeman model chooses $\epsilon$ so that the mean dipole of pores and silicon vanishes. For porosity $p$ and $\epsilon_s=n_s^2$,

$$p\frac{1-\epsilon}{1+2\epsilon}+(1-p)\frac{\epsilon_s-\epsilon}{\epsilon_s+2\epsilon}=0 .$$

Multiplying by both denominators and collecting powers of $\epsilon$ gives

$$2\epsilon^2-b\epsilon-\epsilon_s=0,\qquad b=p(2-\epsilon_s)+(1-p)(2\epsilon_s-1).$$

The product of the roots is negative, so one root is positive:

$$\epsilon=\tfrac14\left(b+\sqrt{b^2+8\epsilon_s}\right).$$

Take $n_s=3.5$. At $p=0.50$, $b=6.625$ and $\epsilon=4.634$, hence $n_H=2.153$. At $p=0.75$, $b=-1.8125$ and $\epsilon=2.063$, hence $n_L=1.436$.

## The scheme

Within a layer the electric field $u$ obeys $u''=-k_0^2n^2u$. Define $v=u'/(ik_0)$, which is proportional to the tangential magnetic field. Both $u$ and $v$ are continuous at an interface. In terms of the values at the back face $z=d$,

$$u(z)=u_d\cos[nk_0(z-d)]+\frac{iv_d}{n}\sin[nk_0(z-d)].$$

Setting $z=0$ in this expression and in its derivative gives

$$\begin{pmatrix}u_0\\v_0\end{pmatrix}=
\begin{pmatrix}\cos\delta&-\dfrac{i}{n}\sin\delta\\-in\sin\delta&\cos\delta\end{pmatrix}
\begin{pmatrix}u_d\\v_d\end{pmatrix}.$$

The matrix has unit determinant and carries fields from back to front.

The substrate holds only an outgoing wave, so the recursion starts with $(u,v)=(1,n_s)$. The physical field is $t$ times this solution. At the front surface

$$tu=1+r,\qquad tv=n_0(1-r).$$

Hence $n_0u+v=2n_0/t$ and $n_0u-v=2n_0r/t$, and

$$r=\frac{n_0u-v}{n_0u+v},\qquad R=|r|^2,\qquad T=\frac{4n_0n_s}{|n_0u+v|^2}.$$

Here $T=(n_s/n_0)|t|^2$; for an absorbing substrate the $n_s$ in $T$ is replaced by its real part. Without absorption $\mathrm{Re}(u^*v)$ is the same at every depth. Equating its values in air and substrate gives $n_0(1-R)=n_s|t|^2$, which is $R+T=1$.

```
for each energy E:
    k0 = E / (hbar*c)
    u = 1;  v = n_s
    for each layer (n, d), from substrate to air:
        delta = k0*n*d
        c = cos(delta);  s = sin(delta)
        (u, v) = (c*u - i*s*v/n,  -i*n*s*u + c*v)
    r = (n0*u - v)/(n0*u + v)
    R = |r|^2
    T = 4*n0*Re(n_s)/|n0*u + v|^2
```

The tuple assignment matters: the new $v$ needs the old $u$.

## Peak reflectance

Let $n_Hd_H=n_Ld_L=\lambda_0/4$, where $\lambda_0$ is the vacuum wavelength at the design energy $E_0$. Then $\delta=\pi/2$ in every layer at $E_0$, and the matrix turns the admittance $y=v/u$ into

$$y'=\frac{-in\,u}{-iv/n}=\frac{n^2}{y}.$$

Starting from $n_s$, the lowest L layer gives $n_L^2/n_s$ and the H layer above it gives $n_s(n_H/n_L)^2$. After $N$ pairs

$$Y=n_s\left(\frac{n_H}{n_L}\right)^{2N},\qquad R_0=\left(\frac{Y-1}{Y+1}\right)^2 .$$

This value is also an upper bound if $n_s>n_L$. To see this, let $r_2$ be the reflection amplitude of everything below a layer of index $n_b$, with the layer's round-trip phase included. Its admittance is $n_b(1-r_2)/(1+r_2)$. Adding the interface from $n_a$ to $n_b$, with $r_1=(n_a-n_b)/(n_a+n_b)$, gives

$$r=\frac{r_1+r_2}{1+r_1r_2},\qquad 1-|r|^2=\frac{(1-r_1^2)(1-|r_2|^2)}{|1+r_1r_2|^2}.$$

The denominator is at most $(1+|r_1||r_2|)^2$. Therefore

$$|r|\le\frac{|r_1|+|r_2|}{1+|r_1||r_2|}.$$

This is the addition law of the hyperbolic tangent, so $\operatorname{artanh}|r|$ is at most the sum of the interface values $\operatorname{artanh}|r_1|=\frac12|\ln(n_a/n_b)|$. For the present stack the sum is

$$\tfrac12\left[\ln n_H+(2N-1)\ln\frac{n_H}{n_L}+\ln\frac{n_s}{n_L}\right]=\tfrac12\ln Y .$$

Since $\tanh(\frac12\ln Y)=(Y-1)/(Y+1)$, the quarter-wave stack attains the bound. With these lossless indices and this layer order, no other energy or choice of thicknesses reflects more.

If $n_s<n_L$, the last logarithm changes sign and the argument no longer makes $R_0$ the maximum. A single free-standing pair in air shows the consequence: its reflectance is 0.147 at $E_0$ but reaches 0.295 elsewhere. A peak search is therefore advisable for detached films, especially those with only one or two pairs.

## Stop-band width

Write $\rho=n_H/n_L$ and $q=(n_H-n_L)/(n_H+n_L)$. Both layers have phase $\delta=\pi E/(2E_0)$. The diagonal elements of the pair matrix $P=M_HM_L$ are $\cos^2\delta-\rho^{-1}\sin^2\delta$ and $\cos^2\delta-\rho\sin^2\delta$. As $\det P=1$, its eigenvalues are $e^{\pm i\Theta}$, where $\Theta$ is the Bloch phase per pair, and half the trace is

$$\cos\Theta=\cos^2\delta-\tfrac12(\rho+\rho^{-1})\sin^2\delta
=1-\frac{2\sin^2\delta}{1-q^2}.$$

The last form uses $1+\frac12(\rho+\rho^{-1})=(1+\rho)^2/(2\rho)$ and $1-q^2=4\rho/(1+\rho)^2$.

Where the right side is below $-1$, $\Theta$ is complex and the field decays into an infinite mirror. At the edges $\cos\Theta=-1$, so $\sin^2\delta=1-q^2$ and $|\cos\delta|=q$. Each edge thus lies $\arcsin q$ from $\delta=\pi/2$, and the full width divided by $E_0$ is

$$w_\infty=\frac4\pi\arcsin q .$$

For small contrast this tends to $4q/\pi$.

The spectrum is symmetric in energy about $E_0$: replacing $\delta$ by $\pi-\delta$ changes each layer matrix into minus its complex conjugate, which leaves $R$ unchanged. It is not symmetric in wavelength.

### A finite number of pairs

A finite mirror has no sharp edge, but on each side of the band there is an energy at which the stack has no effect. This is called the dropout here. It is not the first reflectance minimum, which for the ten-pair mirror lies slightly nearer the band centre. From $P^2=2\cos\Theta\,P-1$, induction with the sine addition formula gives

$$P^N=\frac{\sin N\Theta}{\sin\Theta}P-\frac{\sin(N-1)\Theta}{\sin\Theta}\,1 .$$

For $N\ge2$ and $\Theta=\pi\pm\pi/N$, the first term vanishes and the second is $\cos(N\Theta)\,1=\pm1$. The stack then has no effect on $R$, which equals that of bare silicon. Inserting $\cos\Theta=-\cos(\pi/N)$ in the trace gives

$$\sin\delta=\sqrt{1-q^2}\cos\frac{\pi}{2N},\qquad
w_N=\frac4\pi\arccos\left[\sqrt{1-q^2}\cos\frac{\pi}{2N}\right],$$

where $w_N$ is the fractional distance between the two dropout energies.

Two limits show what controls this width. For $Nq\gg1$, expansion of the cosine gives

$$w_N-w_\infty\simeq\frac{\pi}{2N^2}\frac{\sqrt{1-q^2}}{q}.$$

For $Nq\ll1$, $w_N\simeq2/N$: the number of pairs, not the contrast, sets the width. The two scales $\arcsin q$ and $\pi/(2N)$ are equal near $N=8$ for the present contrast.

## Worked example

The design energy is $E_0=0.80$ eV, or 1550 nm. The quarter-wave thicknesses are $d_H=1549.8/(4\times2.1527)=180.0$ nm and $d_L=1549.8/(4\times1.4363)=269.8$ nm. Ten pairs are 4.50 µm thick.

The index ratio is 1.4988, and $Y=n_s(n_H/n_L)^{20}=11457$ when the unrounded indices are used. Both the formula and the matrices give $R_0=0.999651$. Because $1-R_0\simeq4/Y$ for large $Y$, each additional pair divides the lossless deficit by $1.4988^2\simeq2.25$.

With $q=0.1996$, $w_\infty=0.2559$ and the infinite-mirror width is $0.80\times0.2559=0.2047$ eV. The matrices give a half-height width of 0.2365 eV, from 0.6817 to 0.9183 eV, or 468 nm in wavelength. The dropout width is 0.2592 eV.

At the infinite-mirror edges the ten-pair stack still reflects 0.968, whereas at the dropouts it reflects 0.309. Continuity therefore places a half-height crossing between them on each side. For $N=5$, 10, 20 and 40, the calculated half-height width lay between the two formulas and fell from 0.2803 to 0.2079 eV.

The required reflectance decides which width is useful. If half of the peak is enough, $w_\infty$ is too small. If 99% is required, it is too large for ten pairs, because the reflectance at its edges is already below that level.

Independent calculations support the scheme:

- Direct integration of the wave equation at 0.62, 0.80 and 0.93 eV, with $\kappa=0$ and with $\kappa=0.01$ in both layers, changed $r$ by at most $4.1\times10^{-10}$.
- A plane-wave eigenvalue calculation for the infinite mirror gave edges at 0.69765 and 0.90235 eV, equal to the formula at the printed precision.
- Among 20,000 two-pair stacks with random thicknesses up to $\lambda_0/2$, none exceeded the bound on $R$.

## What a real mirror changes

The porosities, design energy and pair number are round illustrative values; the thicknesses follow from them. The perturbations below use rough inputs and hold the ten pairs and the etched thicknesses fixed, except where thickness itself is varied.

Among the changes tried here, the choice of effective-medium model moves the band most. For cylinders perpendicular to the electric field, the outside potential contains $B/\rho$ instead of $B/\rho^2$, and the dipole factor becomes $(\epsilon_i-\epsilon)/(\epsilon_i+\epsilon)$. The indices fall to 1.871 and 1.295, and the centre moves from 0.800 to 0.904 eV, a 13% shift. This shift belongs to the Bruggeman rule, not to cylindrical pores as such. The rule treats silicon and air alike and lets the silicon lose its connectivity above $p=2/3$ for spheres and above $p=1/2$ for cylinders, whereas an etched skeleton stays connected. For air cylinders on a hexagonal lattice in connected silicon the indices are instead about 2.2 and 1.6, so the centre moves down to about 0.75 eV and the band narrows to roughly 0.18 eV. Even the sign of the shift thus depends on the model, and these figures are a spread between models, not an error bar. Indices measured on single layers should replace the Bruggeman values in a process design.

Converting 10% of the silicon to oxide, with a volume expansion of 2.2 and an oxide index of 1.45, raises the centre by 0.024 eV. A linear 3% thinning from top to bottom raises it by 0.012 eV, close to the 1.5% expected from the mean thickness. Heating by 50 K lowers it by 0.001 eV. A silicon index slope of 0.16 per eV narrows the band by about 2%.

The peak is limited by other effects. An extinction coefficient of $10^{-3}$ in the silicon raises $1-R$ from 0.035% to 0.173%. Interface waviness can cost more, depending on how it is distributed in depth. Suppose all buried interfaces share a slow displacement $s$ beneath a flat surface. Only the top layer changes thickness, by $s$, and its phase becomes $\pi/2+\eta$ with $\eta=n_Hk_0s$. For large $Y$ the admittance below it is negligible, so the layer matrix gives $y=in_H\cot\eta$ at the surface and

$$r=\frac{1-y}{1+y}=-\frac{1+i\tan\eta/n_H}{1-i\tan\eta/n_H}\simeq-e^{2ik_0s}$$

for small $\eta$. Averaging over a Gaussian displacement of rms $\sigma$ multiplies $r$ by $e^{-2k_0^2\sigma^2}$, and the specular reflectance by $e^{-(2k_0\sigma)^2}$. For $\sigma=10$ nm, $2k_0\sigma=0.081$ and the formula predicts a relative loss of 0.655%; averaging the matrix results gives 0.663%. In this model the missing light is reflected diffusely.

With these inputs, more than ten pairs would bring little: the lossless stack transmits just 0.035%, far less than the waviness removes from the specular beam. In this waviness model, smoother interfaces would help more. If the displacement instead grows linearly from zero at the surface to 10 nm at the bottom, the upper layers barely change and the specular loss is only about 0.01%; absorption is then the larger loss. If the full 10 nm is reached within the first micrometre, the specular loss is about 0.14%, comparable with the absorption.

## Cost, stability and failure modes

The work is proportional to the number of layers times the number of energies. Storage grows with the number of energies if the matrices are applied directly to $(u,v)$ and the energies are treated together.

Inside the stop band the largest field within each pair grows towards the air side, although at $E_0$ the electric field at the front face of each pair becomes smaller. The recursion follows this growth, so it does not have to extract a small decaying solution from a large one. Very thick stacks can overflow; dividing $u$ and $v$ by a common factor leaves $r$ unchanged, but the factor must be restored in $T$.

Four points need care:

- **Small deficits.** In double precision, numbers just below one are spaced by about $1.1\times10^{-16}$. The forty-pair deficit, about $10^{-14}$, therefore has at most two useful digits when obtained as $1-R$; rounding in the recursion gives an error of a few per cent. For a lossless stack, use $T$ instead.
- **Sign of absorption.** With this time factor, $n-i\kappa$ describes gain. A passive stack must have $R+T\le1$.
- **Width search.** Start at the peak and move outwards to the first half-height crossing on each side, then refine each crossing. The energy step must resolve the band-edge fringes, which become closer as $N$ grows.
- **Unequal phases.** If the two layers are not both quarter-wave at the same energy, the formulas for $R_0$, $w_\infty$ and $w_N$ no longer apply as written. The matrix recursion still does.

The numerical output gives the full set of widths and perturbations.

## Computed results

```
hbar*c = 197.327 eV nm
E0 = 0.80 eV; wavelength = 1549.8 nm
silicon index = 3.50; pairs N = 10
porosity H, L = 50, 75 %
index n_H, n_L = 2.1527, 1.4363
thickness d_H, d_L = 180.0, 269.8 nm
total thickness = 4497 nm
index ratio = 1.4988; contrast q = 0.1996
front admittance Y = 11457
peak R, formula = 0.999651
peak R, matrices = 0.999651
bare silicon R = 0.3086
w_inf = 0.2559; w_N = 0.3239
infinite width = 0.2047 eV
infinite edges, formula = 0.69765, 0.90235 eV
infinite edges, plane waves = 0.69765, 0.90235 eV
R at infinite-mirror edge = 0.9677
half-height edges = 0.6817, 0.9183 eV
half-height width = 0.2365 eV
half-height / infinite width = 1.155
half-height edges = 1350, 1819 nm
half-height width = 468 nm
N | 1-R0 | half-height width (eV) | dropout width (eV)
5 | 1.98e-02 | 0.2803 | 0.3780
10 | 3.49e-04 | 0.2365 | 0.2592
20 | 1.07e-07 | 0.2156 | 0.2196
40 | 9.99e-15 | 0.2079 | 0.2085
free-standing pair: R(E0) = 0.1474, max = 0.2945
largest matrix-integration difference in r = 4.1e-10
Rough inputs for neglected effects:
index slope = 0.16 /eV; kappa = 1e-03
thermo-optic slope = 1.8e-04 /K
oxide expansion = 2.2; oxide index = 1.45
oxidised n_H, n_L = 2.0644, 1.4110
columnar n_H, n_L = 1.8708, 1.2952
case | 1-peak R (%) | centre (eV) | width (eV)
ideal | 0.035 | 0.8000 | 0.2365
columnar pores | 0.073 | 0.9035 | 0.2480
10% oxidised | 0.057 | 0.8241 | 0.2321
dispersion | 0.035 | 0.8002 | 0.2322
absorption | 0.173 | 0.8000 | 0.2363
3% drift | 0.035 | 0.8123 | 0.2399
50 K hotter | 0.034 | 0.7990 | 0.2368
waviness = 10 nm rms
specular loss, average = 0.663 %
specular loss, formula = 0.655 %
pore size / wavelength in H = 0.028
```
